\section*{How magnesium isotopes can mimic a varying fine-structure constant}

\section*{Question}

Gas in front of a quasar absorbs the Mg II line at 2796~\AA\ together with lines of other elements. A change of the fine-structure constant $\alpha$ between the absorber and the laboratory would displace these lines by different fractions of their frequencies. Suppose the analysis takes magnesium to have its terrestrial isotope mixture. If the mixture in the absorber is different and $\alpha$ is the same, how large a change of $\alpha$ will the analysis report, what is its sign, and how does it scale with the isotope fractions?

\section*{Answer}

\subsection*{What the comparison of two lines measures}

Let $\nu$ be the rest frequency of the Mg line and $\nu_A$ that of the isotope with mass number $A=24,25,26$. Define
\begin{equation}
\epsilon_A=\frac{\nu_A-\nu_{24}}{\nu},\qquad
K=\frac{\partial\ln\nu}{\partial\ln\alpha}.
\end{equation}
The derivative is taken with the atomic unit of frequency held fixed. A change of that unit multiplies all the line frequencies by one factor, which cannot be told from a redshift.

The absorber has isotope fractions $x_A$, the analysis assumes $t_A$, and both sets add up to one. Write $\bar\epsilon_x=\sum_A x_A\epsilon_A$ and $\bar\epsilon_t=\sum_A t_A\epsilon_A$. For the moment, suppose that an unresolved line is found at its mean frequency; this is justified below. With true redshift $z$, the logarithm of the observed Mg frequency is $\ln\nu_{24}+\bar\epsilon_x-\ln(1+z)$, up to terms of order $\epsilon^2$. The analysis describes the same number by a fitted redshift $z'$ and a fitted change $a=(\Delta\alpha/\alpha)_{\rm app}$, as $\ln\nu_{24}+\bar\epsilon_t+K_{\rm Mg}a-\ln(1+z')$. With $s=\ln[(1+z)/(1+z')]$, equality requires
\begin{equation}
\bar\epsilon_x=\bar\epsilon_t+K_{\rm Mg}a+s .
\end{equation}
A reference line of another element, with no isotope error of its own, requires
\begin{equation}
0=K_{\rm ref}a+s .
\end{equation}
Subtraction removes $s$:
\begin{equation}
a=\frac{\bar\epsilon_x-\bar\epsilon_t}{K_{\rm Mg}-K_{\rm ref}}
=\frac{\sum_A(x_A-t_A)\epsilon_A}{K_{\rm Mg}-K_{\rm ref}} .
\label{main}
\end{equation}
Two line positions determine two unknowns, so the false $a$ leaves no misfit in the positions. The size of the effect now depends on $\epsilon_A$ and on the two sensitivities.

\subsection*{The isotope shift from nuclear recoil}

In the rest frame of the atom the nucleus, of mass $M$, has momentum $-\sum_i\mathbf p_i$, where $\mathbf p_i$ are the electron momenta. Its kinetic energy is
\begin{equation}
\frac{1}{2M}\Big(\sum_i\mathbf p_i\Big)^2
=\frac{m_e}{M}\,(T+W),\qquad
T=\sum_i\frac{p_i^2}{2m_e},\quad
W=\sum_{i<j}\frac{\mathbf p_i\cdot\mathbf p_j}{m_e}.
\end{equation}
The square contains each pair twice, which cancels the factor $1/2$ in $W$. Since $m_e/M$ is small, first-order perturbation theory suffices: a level is moved by $(m_e/M)(\langle T\rangle+\langle W\rangle)$, with expectation values for a fixed nucleus.

The first one follows from the virial theorem. Contract all lengths in the wave function by a factor $\eta$. The kinetic energy becomes $\eta^2\langle T\rangle$ and the Coulomb energy $\eta\langle V\rangle$. For an eigenstate the sum is stationary at $\eta=1$, so $2\langle T\rangle+\langle V\rangle=0$ and $E=\langle T\rangle+\langle V\rangle=-\langle T\rangle$. For a transition with $\Delta E=h\nu$ this gives $\Delta\langle T\rangle=-h\nu$. Define $S$ by $hS=\Delta\langle W\rangle$, upper level minus lower. The frequency for nuclear mass $M$ is then
\begin{equation}
\nu_M=\nu+\frac{m_e}{M}(S-\nu),
\end{equation}
and the difference of two isotopes is
\begin{equation}
\nu_A-\nu_{24}=(\nu-S)\,m_e\left(\frac1{M_{24}}-\frac1{M_A}\right).
\label{mass}
\end{equation}
The part with $\nu$ is the normal mass shift and the part with $S$ the specific mass shift. The bracket is positive for a heavier isotope, which therefore absorbs at higher frequency whenever $S<\nu$.

The sign of $S$ has to be calculated. In a single determinant,
\begin{equation}
\langle W\rangle=\frac1{2m_e}\sum_{ij}\Big[\langle i|\mathbf p|i\rangle\cdot\langle j|\mathbf p|j\rangle
-\delta_{\sigma_i\sigma_j}\,|\langle i|\mathbf p|j\rangle|^2\Big],
\end{equation}
where $\sigma_i$ is the spin of orbital $i$. For real orbitals $\langle i|\mathbf p|i\rangle=0$, and the exchange part remains. It couples the valence electron to core orbitals of opposite parity. The core also relaxes differently around a 3s and a 3p electron, and correlation gives $\langle W\rangle$ a further part.

To include these effects, $\lambda W$ is added to the Hamiltonian of Mg$^+$, and the 3s and 3p energies are calculated for $\lambda=\pm10^{-3}$. Half the difference of the two transition energies, divided by $10^{-3}$, is $hS$. The method is unrestricted Hartree--Fock followed by second-order M\o ller--Plesset theory (MP2), in an uncontracted Gaussian basis of 14 s, 10 p, 5 d and 2 f shells. The results are
\begin{equation}
S_{\rm HF}=-442\ {\rm THz},\qquad S_{\rm MP2}=-672\ {\rm THz}.
\end{equation}
Correlation, taken to second order, thus enlarges $|S|$ by about one half. With the Hartree--Fock value the factor $\nu-S$ would be 13\% smaller than with the MP2 value, which is used from here on. This difference shows that correlation matters; it is not a bound on what higher orders would add.

The nominal wavelength 279.6 nm gives $\nu=1072.2$ THz. For comparison, the nonrelativistic MP2 energies give 1064.6 THz, which is 0.7\% lower. With masses approximated by $A$ atomic mass units, the normal mass shift is 0.980 GHz for the pair 25--24 and 1.885 GHz for 26--24. The specific shift multiplies both by
\begin{equation}
1-\frac S\nu=1+\frac{672.2}{1072.2}=1.627 .
\end{equation}
Hence
\begin{align}
\nu_{25}-\nu_{24}&=1.595\ {\rm GHz}, &\epsilon_{25}&=1.49\times10^{-6},\\
\nu_{26}-\nu_{24}&=3.067\ {\rm GHz}, &\epsilon_{26}&=2.86\times10^{-6}.
\end{align}
The last digits serve to follow the arithmetic; the electronic model does not guarantee them. A larger basis of 14 s, 10 p, 6 d, 3 f and 1 g shells leaves $S_{\rm HF}$ at $-442$ THz but moves $S_{\rm MP2}$ to $-667$ THz and the 26--24 shift to 3.058 GHz, a change of 0.3\%.

\subsection*{Why the nuclear size can be left out}

Isotopes also differ in nuclear radius. Spread the charge $Ze$ over a shell of radius $r_0$. Inside the shell the potential differs from that of a point charge by $(Ze/4\pi\varepsilon_0)(1/r_0-1/r)$, and outside it does not differ. The volume integral of the difference is
\begin{equation}
\frac{Ze}{\varepsilon_0}\int_0^{r_0}\left(\frac{r^2}{r_0}-r\right)dr=-\frac{Ze\,r_0^2}{6\varepsilon_0}.
\end{equation}
Averaging over shells replaces $r_0^2$ by the mean-square charge radius $\langle r^2\rangle$. The electron number density $n(0)$ is nearly constant over the nucleus, so multiplication by $-e\,n(0)$ gives the energy. The resulting shift between two isotopes is
\begin{equation}
\delta\nu_{\rm field}=\frac{Ze^2}{6\varepsilon_0h}\,\Delta n(0)\,\delta\langle r^2\rangle .
\end{equation}
Here $\Delta n(0)$ is the density in the 3p state minus that in the 3s state, which Hartree--Fock gives as about $-1.8\,a_0^{-3}$ in this basis and $-1.9\,a_0^{-3}$ with tighter s functions, with $a_0$ the Bohr radius. A uniform sphere of radius $1.2\,A^{1/3}$ fm has $\langle r^2\rangle=\tfrac35(1.2\,{\rm fm})^2A^{2/3}$, hence $\delta\langle r^2\rangle=0.394$ fm$^2$ between masses 24 and 26. The field shift is then $-0.04$ GHz, about 1\% of the mass shift. Real radii need not follow this smooth rule, so neither the size nor the sign of this small term is fixed by it, but the estimate shows that in so light an atom recoil dominates.

\subsection*{How sensitive the lines are to the constant}

In atomic units the leading relativistic corrections to the energies are proportional to $\alpha^2$. Write $\nu_{\rm rel}=\nu_{\rm nr}+C\alpha^2$ with fixed $\nu_{\rm nr}$ and $C$. Then
\begin{equation}
K=\frac{\alpha}{\nu_{\rm rel}}\frac{\partial\nu_{\rm rel}}{\partial\alpha}
=\frac{2C\alpha^2}{\nu_{\rm rel}}
=\frac{2(\nu_{\rm rel}-\nu_{\rm nr})}{\nu_{\rm rel}} .
\end{equation}
Hartree--Fock gives $\nu_{\rm nr}=1033.8$ THz. Replacing the one-electron Hamiltonian by its spin-free exact two-component form raises the frequency by 4.97 THz, so
\begin{equation}
K_{\rm Mg}=\frac{2\times4.97}{1033.8+4.97}=0.0096 .
\end{equation}
A basis with tighter s functions gives 4.99 THz and the same $K_{\rm Mg}$ to the digits shown. Spin--orbit coupling, two-electron relativistic terms and correlation are left out of this number, which therefore belongs to the centre of the doublet. The line at 2796~\AA\ ends on 3p$_{3/2}$, which lies one third of the splitting $\Delta\approx2.7$ THz above that centre. This adds $2(\Delta/3)/\nu=0.0017$ to its $K$, nearly 20\%, and would enlarge the apparent changes of $\alpha$ found below by about 3\%. The spin-free value is kept in what follows.

For the reference line I take $K_{\rm ref}=0.07$, a rough input, not calculated here, that stands for a strong near-ultraviolet Fe II line. The signs found below hold for $K_{\rm ref}>K_{\rm Mg}$ and reverse for a reference line of lower sensitivity than Mg. Then $K_{\rm ref}-K_{\rm Mg}=0.060$. An error of 20\% in $K_{\rm Mg}$ would change this difference by about 3\%. The choice of reference line matters more: with $K_{\rm ref}=0.06$ the apparent change of $\alpha$ would be 20\% larger, and with 0.08 it would be 14\% smaller.

\subsection*{Two mixtures}

The terrestrial fractions of masses 24, 25 and 26 are, rounded, 0.79, 0.10 and 0.11. Relative to pure $^{24}$Mg the terrestrial line therefore lies higher by
\begin{equation}
0.10\times1.595+0.11\times3.067=0.497\ {\rm GHz}.
\end{equation}

If the absorber contains pure $^{24}$Mg, its line lacks this displacement. The fractional shift is $-0.497\ {\rm GHz}/1072.2\ {\rm THz}=-4.63\times10^{-7}$, and equation (\ref{main}) gives
\begin{equation}
\left(\frac{\Delta\alpha}{\alpha}\right)_{\rm app}
=\frac{-4.63\times10^{-7}}{0.0096-0.07}=+7.7\times10^{-6}.
\end{equation}
As a velocity the line shift is 139 m/s towards the red, or $1.3\times10^{-4}$ nm in rest wavelength.

As a mixture rich in heavy isotopes, take the model fractions 0.60, 0.20 and 0.20. Compared with the terrestrial mixture, mass 25 gains 0.10 and mass 26 gains 0.09, so the line moves up by
\begin{equation}
0.10\times1.595+0.09\times3.067=0.436\ {\rm GHz}.
\end{equation}
This is a fraction $4.06\times10^{-7}$, or 122 m/s towards the blue, and yields $(\Delta\alpha/\alpha)_{\rm app}=-6.7\times10^{-6}$.

The signs can be read directly. A larger $\alpha$ raises the reference frequency by a greater fraction than the Mg frequency. Once the common part is absorbed in the redshift, Mg appears too red. Missing heavy isotopes also make Mg too red and so imitate a larger $\alpha$; an excess of them imitates a smaller one.

\subsection*{Scaling and limits}

The effect is linear in the fractions. Let a total fraction $\delta h$ move from mass 24 in equal parts to masses 25 and 26. Then
\begin{equation}
a=-\frac{\epsilon_{25}+\epsilon_{26}}{2(K_{\rm ref}-K_{\rm Mg})}\,\delta h
=-3.6\times10^{-5}\,\delta h .
\end{equation}
A change of 0.028 in the heavy fraction imitates $10^{-6}$ in size, and a change of 0.28 imitates $10^{-5}$. Terrestrial magnesium has a heavy fraction of 0.21. It can be lowered by at most this amount, so in this model the positive effect ends at the $7.7\times10^{-6}$ of pure $^{24}$Mg. An excess of heavy isotopes can pass $-10^{-5}$. With the excess in equal parts this needs a heavy fraction of about one half; with the excess in mass 26 alone, $\delta h=10^{-5}\times0.0604/\epsilon_{26}=0.21$ and a heavy fraction of 0.42 is enough.

A second limit is the comparison of Mg II 2796 with the other member of its doublet. If line $k$ has sensitivity $K_k$ and isotope displacement $\eta_k=\sum_A(x_A-t_A)\epsilon_A^{(k)}$, the two conditions $\eta_k=K_ka+s$ give
\begin{equation}
a=\frac{\eta_1-\eta_2}{K_1-K_2}.
\end{equation}
Without spin--orbit coupling both lines are the same 3s--3p transition, and numerator and denominator both vanish. Both arise at first order in the splitting $\Delta=\nu_1-\nu_2$. From $K_k=2-2\nu_{\rm nr}/\nu_k$ one has $K_1-K_2\approx2\Delta/\nu$. If the mixture changes $\Delta$ by $\delta\Delta$, then $\eta_1-\eta_2=\delta\ln(\nu_1/\nu_2)\approx\delta(\Delta/\nu)=(\Delta/\nu)(\delta\Delta/\Delta-\eta)$, with $\eta\approx\eta_1\approx\eta_2$. Hence $a\approx\tfrac12(\delta\Delta/\Delta-\eta)$. The isotope shift of the splitting has not been calculated here. If $\delta\Delta/\Delta$ is comparable with $\eta$, the false signal is of order $\eta$, far below the $\eta/0.06$ of the comparison with the reference line. The price is a small $K_1-K_2$, which makes the doublet alone a weak probe of $\alpha$.

Several reference lines of different sensitivity reduce the false signal. Let $N$ of them have mean sensitivity $K_r$ and variance $w^2$, with no displacement, while Mg has displacement $\eta$. An equally weighted straight-line fit of displacement against $K$ has slope $a=\eta(K_{\rm Mg}-\bar K)/\sum_i(K_i-\bar K)^2$, where $\bar K$ and the sum include Mg. With $D=K_{\rm Mg}-K_r$ one has $K_{\rm Mg}-\bar K=ND/(N+1)$. The sum is $Nw^2+ND^2/(N+1)$: the scatter of the references about their own mean, plus the part due to the separation of Mg from that mean. Therefore
\begin{equation}
a=\frac{\eta}{D}\,\frac{1}{1+(N+1)w^2/D^2}.
\end{equation}
If the reference lines share one sensitivity, $w=0$, adding more of them does not help. If they differ, they constrain $\alpha$ among themselves, and the fit misses the Mg position by $N(\eta-aD)/(N+1)$. For $N=5$, $w=0.02$ and $|D|=0.06$ the false signal falls to 0.6 of its two-line value. The misfit of Mg is then $\eta/3$, or 46 m/s for pure $^{24}$Mg. The reference lines are missed as well: the squared misfits of all six lines add up to $\eta\cdot\eta/3$, or $(80\ {\rm m/s})^2$. With an error $\sigma_v$ in each line position, $\chi^2$ rises by $(80\ {\rm m/s}/\sigma_v)^2$, so the wrong mixture shows clearly only if $\sigma_v$ is well below 80 m/s.

\subsection*{Why an unresolved line moves by the mean}

On the velocity scale of the spectrum, isotope $A$ lies at $u_A=-c\,\epsilon_A$, which is $-0.446$ km/s for mass 25 and $-0.858$ km/s for mass 26. Let each component have the profile $\varphi(v)=e^{-v^2/b^2}$, where $b$ is the Doppler width. The hyperfine structure of $^{25}$Mg is replaced by its centre. With $\bar u=\sum_Ax_Au_A$, a Taylor expansion about the mean position gives
\begin{equation}
\sum_Ax_A\varphi(v-u_A)=\varphi+\frac{\kappa_2}{2}\varphi''-\frac{\kappa_3}{6}\varphi'''+\dots,
\qquad \kappa_n=\sum_Ax_A(u_A-\bar u)^n,
\end{equation}
with $\varphi$ and its derivatives taken at $v-\bar u$. The first-derivative term vanishes because $\sum_Ax_A(u_A-\bar u)=0$. To first order the whole optical depth $\tau$ is displaced by $\bar u$. The transmitted flux $e^{-\tau}$ is then displaced equally, even in a saturated line, and smoothing by a fixed instrumental profile preserves the displacement. The $\kappa_2$ term is even about the line centre. It alters the width, but it has no overlap with the odd change produced by a small displacement.

The first correction to the position comes from $\kappa_3$. A further displacement $\delta$ would add $-\delta\varphi'$. The least-squares value of $\delta$ for a weak line is, after integration by parts,
\begin{equation}
\delta=\frac{\kappa_3}{6}\frac{\int\varphi'\varphi'''dv}{\int\varphi'^2dv}
=-\frac{\kappa_3}{6}\frac{\int\varphi''^2dv}{\int\varphi'^2dv}
=-\frac{\kappa_3}{2B^2}.
\end{equation}
The last ratio of integrals is $3/B^2$ for a Gaussian $e^{-v^2/B^2}$. Smoothing with standard deviation $\sigma$ makes $B^2=b^2+2\sigma^2$. For $b=4$ km/s and $\sigma=2.8$ km/s, $B^2=31.7$ km$^2$/s$^2$. The terrestrial pattern has $\bar u=-0.139$ km/s and $\kappa_3=-0.042$ km$^3$/s$^3$, so $\delta=+0.0007$ km/s, or 0.5\% of $|\bar u|$.

This can be compared with fits to noiseless synthetic spectra. A Mg line from pure $^{24}$Mg and a reference line were calculated with these widths and fitted together by least squares, assuming terrestrial isotopes. The free parameters were $a$, a common velocity, a common $b$ and two line strengths. For a central optical depth of 0.3 the fit returns $7.64\times10^{-6}$, against $7.67\times10^{-6}$ from equation (\ref{main}): lower by 0.4\%, as the asymmetry predicts. For a central optical depth of 5 it returns $7.74\times10^{-6}$, higher by 0.9\%. The change of sign can be estimated. The local displacement $(\kappa_3/6)\varphi'''/\varphi'$ contains the factor $4v^2/b^4-6/b^2$, which turns positive beyond $v^2=1.5\,b^2$. Before smoothing, a small displacement changes the flux in proportion to $\tau'e^{-\tau}\propto v\,\tau e^{-\tau}$. Setting its logarithmic derivative $1/v-2v(1-\tau)/b^2$ to zero gives $\tau=1-b^2/2v^2$, which for $\tau=5e^{-v^2/b^2}$ is met near $v^2=1.9\,b^2$. There the factor is $1.6/b^2=0.1$ s$^2$/km$^2$ and the local displacement is $-0.0007$ km/s, which would raise $a$ by 0.5\%. This gives the sign and the order of the second difference; its exact size, with smoothing and the full weighting, has not been derived.

For a saturated line the mean-shift rule needs isotope spacings well below $b$, and its error grows with the optical depth. For pure $^{24}$Mg the same kind of fit exceeds equation (\ref{main}) by 3.6\% at $b=4$ km/s and central optical depth 50, by 4\% and 14\% at $b=2$ km/s and depths 5 and 50, and by 18\% and 50\% at $b=1$ km/s. In a narrower component the most abundant isotope saturates first, which gives the others too much weight in the blend, even if the spectrum does not resolve them. A weak line keeps the mean position as long as the spacings are well below the observed width $B$. If the resolution shows the isotope structure, the line shape carries information about the mixture itself. The estimate also assumes that Mg and the reference element share one velocity structure. A relative displacement of some 100 m/s from another cause would have the same effect on $a$.

None of this says which mixture an absorber has. It says that a reported $\Delta\alpha/\alpha$ of several $10^{-6}$ which rests on Mg II 2796 as its line of low sensitivity cannot be separated from a change of the isotope fractions by one or two tenths, unless other lines or independent knowledge of the mixture remove the ambiguity.
